\section*{Force thresholds and frozen regions in simulations of strained submonolayer growth}

\section{Seven relaxations in 461 events}

In a simulated growth sequence of 461 atomic events, seven full relaxations of the lattice reduced the mean error of the elastic energy from 0.38 meV to 0.0016 meV, a factor of about 240. For atoms with a lateral bond, the root-mean-square error of the energies that enter the hopping barriers fell much less, from 0.33 to 0.24 meV. Both errors are measured against complete relaxation; the second was sampled at every fifth event. Why does one respond so strongly and the other so weakly?

The answer concerns a pair of settings found in electronic-structure programs: the residual force at which a geometry relaxation stops, and the set of atoms held frozen during it. The analysis below uses a ball-and-spring crystal, where every error can be computed. Its consequences carry over to a computed potential-energy surface where that surface is nearly quadratic.

\section{The model}

The crystal is a two-dimensional square lattice, periodic sideways, on a rigid floor. Film atoms occupy at most one layer. Lengths are in substrate spacings $a$, energies in eV. Nearest neighbours are joined by springs of stiffness $k_N=40$ eV/$a^2$ and diagonal neighbours by $k_D=20$ eV/$a^2$. Lateral film--film springs have natural length $a(1+\varepsilon)$ with $\varepsilon=0.05$; all others are unstressed at the lattice positions. These are round model parameters and describe no particular material.

Let the vector $u$ hold all displacements. To first order, spring $s$ lengthens by $b_s\cdot u$, where $b_s$ holds the unit vector along the spring at one end and its negative at the other. With $\delta_s=\varepsilon$ for lateral film springs and zero otherwise, the energy at occupancy $C$ is
\begin{align}
E_C(u)&=\sum_s\tfrac12k_s(b_s\cdot u-\delta_s)^2
=\tfrac12u^TKu-f^Tu+c,\\
K&=\sum_sk_sb_sb_s^T,\quad f=\sum_sk_s\delta_sb_s,\quad
c=\tfrac12\sum_sk_s\delta_s^2 .
\end{align}
Each atom has three springs to the layer below, in different directions. If no spring changes length, the atoms next to the rigid floor cannot move, then neither can those above them, and so on upward. Every nonzero $u$ therefore stretches some spring, and $K$ is positive definite. Setting the gradient $Ku-f$ to zero gives $u^*=K^{-1}f$ and the relaxed energy
\begin{equation}
W(C)=\tfrac12f^TK^{-1}f-f^TK^{-1}f+c=c-\tfrac12f^TK^{-1}f .
\end{equation}

A row of six film atoms has five misfitting bonds. Unrelaxed, it stores $5\times\frac12\times40\times0.05^2=0.25$ eV; relaxation lowers this to 0.119 eV. Using true spring lengths instead of linearized ones raises the relaxed energy by 0.12\% at 5\% misfit and by 0.012\% at 0.5\%, so linearization is adequate for this island. At 5\% misfit the shift is about 0.14 meV, so the smaller errors quoted below are errors within the linearized model.

\section{What a force threshold guarantees}

Let $r=f-Ku$ be the force remaining at some displacement $u$. Since $f=Ku^*$, we have $r=K(u^*-u)$. The energy is quadratic with zero gradient at $u^*$, hence
\begin{align}
E_C(u)-W(C)&=\tfrac12(u-u^*)^TK(u-u^*)\nonumber\\
&=\tfrac12(K^{-1}r)^TK(K^{-1}r)=\tfrac12r^TK^{-1}r .
\label{excess}
\end{align}
Expanding $r$ in orthonormal eigenvectors of $K$, with components $r_\alpha$ and eigenvalues $\lambda_\alpha$, gives
\begin{equation}
E_C(u)-W(C)=\sum_\alpha\frac{r_\alpha^2}{2\lambda_\alpha}
\le\frac{|r|^2}{2\lambda_{\min}} .
\label{bound}
\end{equation}
To guarantee an energy error below $\eta$, it therefore suffices to require $|r|\le\sqrt{2\lambda_{\min}\eta}$. A force threshold has no energy meaning until a stiffness is supplied.

In the example the threshold is $|r|=0.05$ eV/$a$ and the softest eigenvalue in the final state is 0.634 eV/$a^2$. The guarantee is
\begin{equation}
\frac{0.05^2}{2\times0.634}\ {\rm eV}\approx2.0\ {\rm meV}.
\end{equation}
The largest error found under this threshold was 0.026 meV. An error as large as the guarantee would need a residual at the threshold lying entirely in the softest mode; a smaller residual, or one spread over stiffer modes, costs less.

\subsection{Thick slabs}

The softest eigenvalue depends on the cell. Consider uniform sideways motion of whole layers in a bare substrate of $H$ layers. Each atom is joined to the layer below by two diagonal springs, each contributing $k_D/2$ to the sideways stiffness, so the layers form a chain with coupling $\kappa=k_D$. Number them $j=1,\dots,H$ from the floor and try $u_j=\sin qj$, which vanishes at the floor. Inside the chain,
\begin{equation}
\kappa(2u_j-u_{j-1}-u_{j+1})=2\kappa(1-\cos q)\,u_j .
\end{equation}
The free top layer obeys the same equation if $u_{H+1}=u_H$, that is, $\sin q(H+1)=\sin qH$. The smallest positive solution has $q(H+1)=\pi-qH$, so $q=\pi/(2H+1)$ and
\begin{equation}
\lambda_{\rm shear}=2\kappa\left[1-\cos\frac{\pi}{2H+1}\right]
\simeq\frac{\pi^2\kappa}{4H^2}\quad(H\gg1).
\end{equation}
For $H=8$ this is 0.68 eV/$a^2$; a ninth, complete layer would lower it to 0.55. The computed 0.634, with 30\% of the top layer filled, lies between them. Since $\lambda_{\min}$ cannot exceed any eigenvalue, a guarantee of fixed $\eta$ requires a threshold that falls at least as fast as $1/H$ in thick slabs.

\subsection{Maximum force, noisy forces and anharmonicity}

Many relaxations stop when the largest force on any atom is below $g$. With $N$ movable atoms, $|r|^2\le Ng^2$, and the guarantee becomes $Ng^2/(2\lambda_{\min})$. The same $g$ therefore guarantees less in a larger cell, even at fixed $\lambda_{\min}$. If the computed forces carry an error vector of norm $d$, for instance from an incompletely converged electronic density, the true residual can reach $|r|+d$. Lowering the threshold far below $d$ then hardly improves the guarantee.

For an anharmonic surface, suppose the Hessian has no eigenvalue below $m>0$ in a convex region containing $u$ and the minimum. Then for every $v$ in that region
\begin{equation}
E(v)\ge E(u)-r\cdot(v-u)+\tfrac m2|v-u|^2 .
\end{equation}
The right side is smallest at $v-u=r/m$, where it equals $E(u)-|r|^2/(2m)$. Choosing $v$ as the minimum gives $E(u)-W\le|r|^2/(2m)$. The condition fails near a saddle point or a structural instability, where a small force no longer certifies a small energy error.

\section{What freezing atoms does}

After a hop, a local update moves the atoms in a box $B$ around the two sites and freezes the rest. For a change $x$ of the displacements in the box,
\begin{equation}
E_C(u+x)=E_C(u)-r_B^Tx+\tfrac12x^TK_{BB}x .
\end{equation}
The gradient vanishes at $x=K_{BB}^{-1}r_B$. Substitution gives the energy change
\begin{equation}
-r_B^TK_{BB}^{-1}r_B+\tfrac12r_B^TK_{BB}^{-1}r_B
=-\tfrac12r_B^TK_{BB}^{-1}r_B\le0 .
\label{drop}
\end{equation}
The new residual inside the box is $r_B-K_{BB}x=0$. Whatever remains sits on frozen atoms. A stopping test that inspects movable atoms alone is then satisfied however large the energy error is. The quantity to inspect after a constrained relaxation is the force on the frozen atoms that would move in the full problem.

Frozen displacements also carry memory. Starting from the relaxed six-atom island, the edge atom was moved eight sites away and back, with local updates alone. The occupancy returned to its starting value, but the energy ended 0.065 meV too high. Such an energy is not a function of occupancy, so rates built from it depend on the path taken.

\section{From energies to hopping rates}

Atoms hop to empty neighbouring sites of the film layer. Let $C\setminus i$ be the occupancy with atom $i$ removed, and
\begin{equation}
\Delta W_i=W(C)-W(C\setminus i)
\end{equation}
the elastic energy released by its removal. An atom with $n_i$ lateral bonds of energy $\gamma$ hops in each open direction at the rate
\begin{equation}
R_i=h\exp\left[-\frac{\gamma n_i-\Delta W_i}{k_BT}\right],
\label{rate}
\end{equation}
where $h$ is the rate of a free adatom on the unstrained substrate. This is a model assumption: the barrier top is taken to lie at a fixed height above the state with the atom removed.

Define $H(C)=-\gamma N_b(C)+W(C)$, with $N_b$ the number of lateral bonds. Removing atom $i$ breaks $n_i$ bonds, so $H(C\setminus i)-H(C)=\gamma n_i-\Delta W_i$, which is the exponent's numerator. Let the hop lead to $C'$. The reverse hop removes the same atom from $C'$ and leaves the same remainder, $C'\setminus i=C\setminus i$. Therefore
\begin{equation}
\frac{R(C\to C')}{R(C'\to C)}
=\frac{e^{-[H(C\setminus i)-H(C)]/k_BT}}
{e^{-[H(C\setminus i)-H(C')]/k_BT}}
=e^{-[H(C')-H(C)]/k_BT}.
\end{equation}
This is detailed balance for hopping at fixed atom number. Deposition drives the system out of equilibrium, but the hops between arrivals keep this property.

The argument needs the two removal energies to refer to one energy of the common remainder. A box centred on the old site and a box centred on the new site give different approximations to it. For three atoms on a ring of twelve sites over six substrate layers, all 220 occupancies were enumerated at $\gamma=0.30$ eV and $T=600$ K. With full removal energies the stationary distribution agrees with the Boltzmann distribution to rounding error. With boxes reaching two columns to each side and two layers down, the total-variation distance (half the summed absolute differences of probability) is $5\times10^{-4}$; with four columns and layers it is $7\times10^{-5}$. The bias is small here, but it is present even though every starting field was fully relaxed.

\section{Two errors of opposite sign}

Removing atom $i$ deletes its springs. Let their tensions be $t_s=k_s(b_s\cdot u-\delta_s)$. At unchanged displacements the energy falls by
\begin{equation}
E_C(u)-E_{C\setminus i}(u)=\sum_{s\ni i}\tfrac12k_s(b_s\cdot u-\delta_s)^2
=\sum_{s\ni i}\frac{t_s^2}{2k_s}.
\end{equation}
The force vector also changes. Deleting a spring subtracts $k_s\delta_sb_s$ from $f$ and $k_sb_sb_s^T$ from $K$, so $f-Ku$ changes by $-k_s\delta_sb_s+k_sb_s(b_s\cdot u)=t_sb_s$. The remaining atoms feel $r'=r+\sum_{s\ni i}t_sb_s$. Relaxing them in a box lowers the energy further, by (\ref{drop}):
\begin{equation}
\Delta W_i^B=\sum_{s\ni i}\frac{t_s^2}{2k_s}
+\tfrac12r_B'^T(K'_{BB})^{-1}r'_B ,
\label{removal}
\end{equation}
where $K'$ belongs to $C\setminus i$ and the box excludes the removed atom. By construction, $\Delta W_i^B=E_C(u)-\min_BE_{C\setminus i}$. Subtracting $\Delta W_i$ gives
\begin{equation}
\Delta W_i^B-\Delta W_i=
\underbrace{[E_C(u)-W(C)]}_{e_C\ge0}
-\underbrace{[\min_BE_{C\setminus i}-W(C\setminus i)]}_{e_B\ge0}.
\label{twoerrors}
\end{equation}
The force threshold limits $e_C$, which pushes the release upward. The term $e_B$ pushes it downward and has two sources: the finite size of the removal box, and any error already present in the displacements frozen outside it. From a fully relaxed field $e_C=0$, and the box result is a lower bound that cannot fall as nested boxes grow.

This resolves the opening contrast. For atoms with a lateral bond, the mean error of the release was $+0.23$ meV with local updates alone: $e_C$ outweighed $e_B$ on average. The two partly cancel, because an error in the distant displacements usually raises the energy both with and without the atom. Full relaxation removes $e_C$ and the inherited part of $e_B$, but leaves the error of the finite box. With selected full relaxations the mean error of the release was $-0.19$ meV. In that scheme $e_C$ never exceeded 0.026 meV, so nearly all of the 0.24 meV root-mean-square error comes from the removal box. A tighter force threshold could not remove it. A larger box could.

\subsection{How large a box?}

For the edge atom of the six-atom island, with a relaxed starting field, full relaxation gives $\Delta W=35.8$ meV. Since $k_BT=51.7$ meV, misfit speeds detachment by $e^{35.8/51.7}\approx2.0$. Truncation lowers the release and slows the computed hop:

\begin{center}
\begin{tabular}{ccc}
half-box & release (meV) & rate error \\
0 & 21.1 & $-25\%$ \\
1 & 29.7 & $-11\%$ \\
2 & 33.0 & $-5\%$ \\
4 & 34.9 & $-1.8\%$ \\
8 & 35.7 & $-0.2\%$
\end{tabular}
\end{center}

The rate error is relative to the fully relaxed rate; half-box 0 keeps only the energy stored in the atom's own springs. For half-box 4 the arithmetic is $e^{-0.96/51.7}-1\approx-0.018$.

A continuum estimate shows what to expect of larger systems. In a relaxed crystal the spring forces on atom $i$ sum to zero, so by action and reaction the forces freed on its neighbours also sum to zero. Without a net force, the leading far field in two dimensions is that of a force dipole: displacement $\propto1/r$. Clamping it at radius $R$ costs an energy of order stiffness times displacement squared, hence $\propto R^{-2}$. In three dimensions the displacement falls as $1/r^2$, its gradient at the clamp as $1/R^3$, and the energy in a volume of order $R^3$ as $R^{-3}$. These laws need $R$ to be much larger than both $a$ and the island that holds the atom, and much smaller than both the slab depth and the width of the periodic cell. The boxes above do not reach that regime: their error falls by factors of 2.2, 2.9 and about 10 on successive doublings from half-box 1, half-boxes up to 4 cut through the six-atom island, and the last box already spans all eight layers.

\section{Which hops need full relaxation}

The selective algorithm repeats these steps.
\begin{enumerate}
\item Compute the removal energy (\ref{removal}) of every atom with an empty neighbouring site, and all hop and deposition rates.
\item Choose an event with probability proportional to its rate. Advance time by an exponential random interval whose mean is the inverse total rate.
\item Change the occupancy and relax the box around the changed sites.
\item Compute $|r|$ over the whole lattice. If it exceeds the threshold, relax everything.
\end{enumerate}

The example has 40 columns, eight substrate layers, half-box 4 and $h/F=500$, where $F$ is the deposition flux per site. Deposition occurs on empty sites, and growth stops at 12 atoms, or 0.30 monolayer. Purely local updates were followed along the same event sequence.

Full relaxation was triggered in 7 of the 11 events in which the moving or arriving atom had a lateral bond before or after the event, and in none of the other 450. The structure of $f$ suggests why. Misfit enters through lateral film springs alone. Making or breaking one changes $f$ by forces of magnitude $k_N\varepsilon=2$ eV/$a$. A hop without lateral bonds leaves $f$ unchanged; it moves the atom's three substrate springs, whose tensions arise only from strain already present. In a model where a single adatom strains its surroundings, free hops would change $f$ too, and the selection could be less sharp.

The errors had little influence on the choice of the next event. The mean total-variation distance from the fully relaxed event probabilities, sampled at every fifth event, was $2.2\times10^{-5}$ for local updates and $1.6\times10^{-5}$ for selected relaxation. An estimate gives the scale. A free adatom contributes a total rate near $2\times500=1000$ in units of $F$. A singly bonded atom hops at about $500\,e^{-0.30/0.0517}\approx1.5$ before its elastic factor. An error of 0.33 meV changes that rate by 0.6\%, or about 0.01, which is $10^{-5}$ of the total for each such atom, and somewhat more once its elastic factor is included. In this run, local updating alone would have served for event selection; the selected relaxations mainly secure the energy. One trajectory does not establish how small biases accumulate in island-size statistics.

\section{Choosing the settings}

\textbf{Begin with the rate error.} If a relative rate error $\rho\ll1$ is acceptable, (\ref{rate}) allows an error of about $\rho k_BT$ in the release. At 600 K, 1\% means 0.5 meV. The allowance must cover both terms of (\ref{twoerrors}).

\textbf{Set the box by convergence of the release.} Start from a fully relaxed configuration and enlarge the movable region until the removal energy settles. It approaches from below. An atom at the edge of the largest expected island is a sensible trial. Agreement reached with an unrelaxed field can be misleading, because $e_C$ and $e_B$ may cancel.

\textbf{Set the force threshold by stiffness.} Use $|r|\le\sqrt{2\lambda_{\min}\eta}$ with forces on all atoms that are free in the full problem. This is a sufficient condition and can be very cautious: here the largest error was about 75 times below the guarantee. A looser threshold can be justified by comparing a few energies with full relaxation.

\textbf{Count the work that is saved.} The local updates had 83 unknowns on average, against 664 for the final lattice. The selective run also needed 1869 local removal calculations, far more than its seven full relaxations. In a harmonic crystal there is an alternative. Let $q$ denote the layers below the first substrate layer and $p$ the other atoms. No misfit force acts on $q$, so $K_{qp}u_p+K_{qq}u_q=0$ and $u_q=-K_{qq}^{-1}K_{qp}u_p$. Insertion into the equation for $p$ gives
\begin{equation}
(K_{pp}-K_{pq}K_{qq}^{-1}K_{qp})u_p=f_p .
\end{equation}
The correction is computed once, for the bare substrate. The final state then needs $2(40+12)=104$ unknowns and reproduces the directly solved energy of 0.1027 eV. At this size full relaxation is cheap, and selecting hops offers no clear advantage.

Selection is of interest where deep layers cannot be eliminated beforehand, as on an anharmonic surface. In an electronic-structure calculation, freezing nuclei reduces the number of coordinates to be optimized but leaves the electrons of the whole cell to be solved for. The saving must then come from fewer relaxation steps. The forces on the frozen atoms, if the program evaluates them, supply the residual that decides whether to release the rest. The numerical output lists the values used here.

\section*{Computed values}
\begin{verbatim}
thermal energy kT at 600 K: 0.05170 eV
springs axial, diagonal: 40, 20 eV/a^2; misfit 0.05
bond energy: 0.30 eV; hop/flux ratio: 500
six-atom island: unrelaxed 0.25000 eV, relaxed W 0.11877 eV
true-length minus linear energy, misfit 0.050: 0.1157 %
true-length minus linear energy, misfit 0.005: 0.0118 %
edge-atom removal energy, half-box 0: 21.141 meV
edge-atom removal energy, half-box 1: 29.741 meV
edge-atom removal energy, half-box 2: 33.033 meV
edge-atom removal energy, half-box 4: 34.882 meV
edge-atom removal energy, half-box 8: 35.740 meV
edge-atom removal energy, full relaxation: 35.838 meV
excess energy after walk and return: 0.06479 meV
ring: 220 states; distance from Boltzmann, full: 5.0e-15
distance from Boltzmann, half-box 2: 0.000492; 4: 0.000072
mean broken bonds: sampled 0.0323, Boltzmann 0.0330
growth: 40 columns, 8 layers, 12 atoms, coverage 0.30 ML
final film: ####....#...###..#........###...........
elapsed time: 0.3084 /F; hops 449, depositions 12
force threshold: 0.05 eV/a; half-box 4
full relaxations: 7 of 461 events
  events with lateral bonds: 7 of 11
  events without lateral bonds: 0 of 450
unknowns: mean box 82.6, whole lattice 664
local barrier solves by the selective scheme: 1869
smallest stiffness eigenvalue, final state: 0.6335 eV/a^2
excess-energy bound at threshold: 1.9730 meV
local only: excess mean 0.38045, max 1.75060 meV
  removal-energy error: mean 0.2285, rms 0.3295 meV
  next-event probability distance: mean 0.000022, max 0.000144
selective: excess mean 0.00158, max 0.02643 meV
  removal-energy error: mean -0.1904, rms 0.2402 meV
  next-event probability distance: mean 0.000016, max 0.000071
sampled bonded-atom barriers: 196; sampled states: 92
final W: condensed 0.102683 eV, direct 0.102683 eV
final local-only excess: energy 1.177788 meV, from residual 1.177788 meV
\end{verbatim}
